# Electric-intensity contrast of two TM beams in resist

Two coherent beams of equal strength cross in a resist of refractive index 1.70, each at 45° to the surface normal, with their electric fields in the plane of incidence. Relative to one beam alone, the electric intensity is 2.0000 at the point where the beams' magnetic fields are in phase. Half a fringe period away, where the magnetic fields cancel, it is again 2.0000. At 30° the same two places give 3.0000 and 1.0000; at 55° they give 1.3160 and 2.6840. The fringes fade, vanish and return with bright and dark exchanged, although the beams stay coherent and equal throughout.

## 1. Which intensity exposes the resist?

The resist is taken as homogeneous, linear, isotropic and nonmagnetic. The algebra uses atomic units with $\varepsilon_0=1/(4\pi)$ and $\mu_0=4\pi/c^2$, so that $\varepsilon_0\mu_0=1/c^2$. Physical fields are the real parts of complex fields with time factor $e^{-i\omega t}$.

Let the relative permittivity be $\varepsilon=\varepsilon'+i\varepsilon''$. The polarization $\mathbf P=\varepsilon_0(\varepsilon-1)\mathbf E$ carries the current

$$\mathbf J=\frac{\partial\mathbf P}{\partial t}=-i\omega\varepsilon_0(\varepsilon-1)\mathbf E .$$

The time-averaged power absorbed per volume is therefore

$$Q=\tfrac12\mathrm{Re}(\mathbf J^*\!\cdot\mathbf E)
=\tfrac12\omega\varepsilon_0\,\mathrm{Re}[i(\varepsilon'-1-i\varepsilon'')]\,|\mathbf E|^2
=\frac{\omega\varepsilon''}{8\pi}|\mathbf E|^2 .$$

The term with $\varepsilon'-1$ is imaginary and drops out. With uniform $\varepsilon''$, the absorbed dose follows $|\mathbf E|^2=|E_x|^2+|E_y|^2+|E_z|^2$. This is the quantity called electric intensity here. For the first stages $\varepsilon''$ is so small that its effect on the waves can be ignored, and $\varepsilon=n^2$ with real $n$. Absorption returns briefly in section 5 and in full in section 8.

## 2. The simple case: electric fields perpendicular to the plane

Let $z$ point into the resist along the bisector of the beams, and let $x$ run across the fringes. The beams travel at $+\theta$ and $-\theta$ to $z$, with $\theta$ measured inside the resist. Their wavevectors are $(\pm k_x,0,k_z)$, where

$$k_x=\frac{n\omega}{c}\sin\theta,\qquad k_z=\frac{n\omega}{c}\cos\theta .$$

In TE polarization both electric fields lie along $y$. For equal amplitudes $E_0$, in phase at $x=0$,

$$E_y=E_0e^{ik_zz}(e^{ik_xx}+e^{-ik_xx})=2E_0e^{ik_zz}\cos k_xx,$$

$$|E_y|^2=4E_0^2\cos^2k_xx=2E_0^2[1+\cos(2k_xx)].$$

The dark fringes are completely dark at every angle. I write any such pattern as a constant times $1+C\cos(2k_xx)$ and call $C$ the signed contrast. It is positive if $x=0$ is bright. The ordinary visibility, $(I_{\max}-I_{\min})/(I_{\max}+I_{\min})$, is $|C|$. Here $C=1$.

The period follows from $2k_xp=2\pi$. With vacuum wavelength $\lambda=2\pi c/\omega$,

$$p=\frac{\pi}{k_x}=\frac{\lambda}{2n\sin\theta}.$$

## 3. Turning the electric fields into the plane

In TM polarization the magnetic field lies along $y$, so it is the simpler field to start from. For the first beam take $B_y=B_0e^{i(k_xx+k_zz)}$. Maxwell's equation for the curl of $\mathbf B$ is

$$\nabla\times\mathbf B=\frac{n^2}{c^2}\frac{\partial\mathbf E}{\partial t}=-\frac{i\omega n^2}{c^2}\mathbf E,
\qquad\text{so}\qquad
\mathbf E=\frac{ic^2}{\omega n^2}\nabla\times\mathbf B .$$

For a field along $y$ the curl is $(-\partial_zB_y,\,0,\,\partial_xB_y)=(-ik_z,0,ik_x)B_y$. Multiplication by the prefactor gives

$$\mathbf E_1=\frac{c^2}{\omega n^2}(k_z,0,-k_x)B_y
=\frac{c}{n}B_0(\cos\theta,0,-\sin\theta)e^{i(k_xx+k_zz)} .$$

The electric amplitude of one beam is thus $E_0=cB_0/n$. The second beam has the same $B_0$ and the opposite $k_x$, which changes the sign of $E_z$ and leaves $E_x$ alone. The unit electric vectors are

$$\mathbf u_1=(\cos\theta,0,-\sin\theta),\qquad \mathbf u_2=(\cos\theta,0,\sin\theta).$$

Each is perpendicular to its own wavevector. Their scalar product is

$$\mathbf u_1\cdot\mathbf u_2=\cos^2\theta-\sin^2\theta=\cos2\theta .$$

Interference in $|\mathbf E|^2$ comes from the cross term between the beams, and that term contains this scalar product. In TE the corresponding product is 1.

To see the full pattern, add the beams component by component:

$$E_x=E_0\cos\theta\,e^{ik_zz}(e^{ik_xx}+e^{-ik_xx})=2E_0e^{ik_zz}\cos\theta\cos k_xx,$$

$$E_z=E_0\sin\theta\,e^{ik_zz}(-e^{ik_xx}+e^{-ik_xx})=-2iE_0e^{ik_zz}\sin\theta\sin k_xx .$$

Now take the squared moduli and use $\cos^2\phi=(1+\cos2\phi)/2$ and $\sin^2\phi=(1-\cos2\phi)/2$ with $\phi=k_xx$:

$$|\mathbf E|^2=4E_0^2(\cos^2\theta\cos^2\phi+\sin^2\theta\sin^2\phi)$$

$$=2E_0^2[\cos^2\theta+\sin^2\theta+(\cos^2\theta-\sin^2\theta)\cos2\phi]$$

$$\boxed{|\mathbf E|^2=2E_0^2[1+\cos2\theta\,\cos(2k_xx)],\qquad C=\cos2\theta}$$

Each component by itself has fully modulated fringes, but the two sets are displaced by half a period. The dose adds them. Below 45° the $E_x$ set is stronger, at 45° they fill each other's gaps, and beyond 45° the $E_z$ set is stronger.

**Limits.** As $\theta\to0$, both electric vectors turn toward $x$ and $C\to1$, the TE value. As $\theta\to90^\circ$, the beams run against each other along $x$ and $C\to-1$. Their electric fields are then along $z$ and opposite at $x=0$, where the magnetic fields agree. This is an ordinary standing wave, with electric crests at magnetic nodes.

A numerical check took the electric field from a finite-difference curl of $B_y$ and averaged the squared real field over time. It reproduced the boxed pattern at seven angles from 5° to 85°.

## 4. Reading the three angles

The photon energy is 6.42 eV, which gives a vacuum wavelength of 1931.2 Å. This energy and $n=1.70$ are round model parameters.

At $x=0$ and $x=p/2$ the intensities relative to one beam are $4\cos^2\theta$ and $4\sin^2\theta$. Their sum is 4, so the signed contrast is their difference divided by 4:

- At 30°, $p=1931.2/(2\times0.8500)=1136.0$ Å and $C=(3.0000-1.0000)/4=0.500$.
- At 45°, $p=1931.2/(2\times1.2021)=803.3$ Å and $C=(2.0000-2.0000)/4=0$.
- At 55°, $p=1931.2/(2\times1.3926)=693.4$ Å and $C=(1.3160-2.6840)/4=-0.342$.

The visibility at 55° is 0.342, a positive number. The minus sign records a shift of the pattern by half a period. It has meaning because the phases of the beams are held fixed: $B_y$, and with it $E_x$, is in phase at $x=0$ for every angle. In-phase TE beams would leave $x=p/2$ dark, whereas the TM beams at 55° make it bright.

The contrast can also be written in terms of the printed period. From $\sin\theta=\lambda/(2np)$,

$$C=1-2\sin^2\theta=1-\frac{\lambda^2}{2n^2p^2}.$$

It vanishes at $p=\lambda/(\sqrt2\,n)$, here 803.3 Å (1518.0 bohr). At a given wavelength and period, a higher resist index makes the angle inside the resist smaller and raises $C$.

## 5. What remains at 45°

A uniform $|\mathbf E|^2$ does not mean a uniform field. With $\cos\theta=\sin\theta=1/\sqrt2$, the sum of section 3 becomes

$$\mathbf E=\sqrt2\,E_0e^{ik_zz}(\cos\phi,\,0,\,-i\sin\phi).$$

Put $\tau=\omega t-k_zz$. The real components are $\sqrt2E_0\cos\phi\cos\tau$ along $x$ and $-\sqrt2E_0\sin\phi\sin\tau$ along $z$. At $x=0$ the field oscillates along $x$. At $x=p/4$, where $\phi=\pi/4$, the components are equal in size and a quarter cycle apart, so the field rotates at constant length. At $x=p/2$ it oscillates along $z$. The share of $|E_x|^2$ at these places is 1.0000, 0.5000 and 0.0000.

The square of the real field is

$$2E_0^2(\cos^2\phi\cos^2\tau+\sin^2\phi\sin^2\tau)=E_0^2(1+\cos2\phi\cos2\tau).$$

The instantaneous square still contains a fringe term, but at a fixed depth this term oscillates at twice the optical frequency and averages to zero. The absorbed dose responds to the average.

The energy flux behaves differently. The magnetic field is $B_y=2B_0e^{ik_zz}\cos\phi$, so the flux along $z$ is

$$S_z=\frac{1}{2\mu_0}\mathrm{Re}(E_xB_y^*)=\frac{c^2}{8\pi}\,4E_0B_0\cos\theta\cos^2\phi
=\frac{nc}{2\pi}E_0^2\cos\theta\cos^2\phi .$$

Both $S_z$ and $|B_y|^2$ have contrast 1, at 45° as at any other angle below 90°. Neither can stand in for the dose.

How can a fringed flux feed a uniform dose? In an absorbing resist there is also a sideways flux. Replace $n^2$ by $\varepsilon$ in the curl equation, so that $E_z=-2i(c^2k_x/\omega\varepsilon)B_0e^{ik_zz}\sin\phi$. Since $\mathrm{Re}(i/\varepsilon)=\varepsilon''/|\varepsilon|^2$,

$$S_x=-\frac{c^2}{8\pi}\mathrm{Re}(E_zB_y^*)
=\frac{c^4k_xB_0^2\varepsilon''}{4\pi\omega|\varepsilon|^2}\,e^{-2\,\mathrm{Im}(k_z)z}\sin2\phi .$$

For $0<x<p/2$ this is positive: energy moves from the crest of $S_z$ toward its node. Without absorption $S_x$ is zero, and there is no dose to supply. The balance $-\nabla\cdot\mathbf S=Q$ was tested numerically in the absorbing resist of section 8, at one point for each of the three angles.

## 6. Mixed polarization and unequal beams

Suppose half the intensity in the resist is TE and half is TM, with no coherence between the two. Intensities then add, and so do the equally weighted contrasts:

$$C_{\rm mix}=\tfrac12(1+\cos2\theta)=\cos^2\theta .$$

The values at 30°, 45° and 55° are 0.750, 0.500 and 0.329. The TE part keeps the sign positive below 90°, while the TM part at 55° works against it. Equal shares are assumed inside the resist. Unpolarized light outside need not produce them, because an interface can transmit the two polarizations differently.

Now return to pure TM and let the complex electric amplitudes be $a$ and $b$:

$$|a\mathbf u_1e^{i\phi}+b\mathbf u_2e^{-i\phi}|^2
=|a|^2+|b|^2+2\cos2\theta\,\mathrm{Re}(ab^*e^{2i\phi}).$$

If $\delta$ is the phase of $ab^*$, the last term is $2|a||b|\cos2\theta\cos(2k_xx+\delta)$. A phase difference moves the fringes without changing their depth. The contrast, measured from the shifted origin, is

$$C=\frac{2|a||b|}{|a|^2+|b|^2}\cos2\theta .$$

The fraction is 1 for equal beams and falls to zero when one beam is removed. It cannot restore fringes at 45°, where the electric vectors are perpendicular whatever their lengths.

## 7. Can the beams get to 45°?

At flat parallel interfaces $k_x$ is conserved, which is Snell's law: $n\sin\theta$ equals the index of the incident medium times the sine of the angle there. A propagating wave from air therefore has $n\sin\theta<1$. Its contrast in the resist satisfies

$$C=1-2\sin^2\theta>1-\frac{2}{n^2}.$$

For $n=1.70$ the grazing limit is $\theta=36.03^\circ$, with $C=0.308$. These are bounds, approached as the outside angle tends to 90°. As long as no wave is reflected back from below, reversal cannot be reached from air in this resist, or in any resist with $n>\sqrt2$, by propagating waves through flat interfaces. A strongly reflecting substrate can still reverse the contrast locally at some depths, wherever $2\,\mathrm{Re}\,\rho>(1+|r|^2)\cos2\theta$ in the notation of section 9.

To reach 45° the incident medium must have an index above $n/\sqrt2=1.2021$. For 55° it must exceed 1.3926. An immersion liquid with an index above 1.2021 thus allows finer fringes than air does, and it also gives access to angles at which TM fringes vanish and reverse in this resist.

## 8. Letting the resist absorb

Let the index be $n+i\kappa$, so that $\varepsilon=(n+i\kappa)^2$. The incident medium is lossless, so $k_x$ stays real, and the loss enters through

$$k_z^2=\frac{\omega^2}{c^2}\varepsilon-k_x^2 .$$

The curl of $B_y$ gives electric vectors proportional to $(k_z,0,\mp k_x)$, as before, but $k_z$ is now complex. Adding the two beams gives

$$|\mathbf E|^2\propto e^{-2\,\mathrm{Im}(k_z)z}\left(|k_z|^2\cos^2\phi+k_x^2\sin^2\phi\right),$$

and the half-angle formulas of section 3 give

$$C=\frac{|k_z|^2-k_x^2}{|k_z|^2+k_x^2}.$$

The dose decays with depth, but its contrast does not change with depth. For $\kappa=0$ the ratio returns to $\cos^2\theta-\sin^2\theta$.

How far does absorption disturb the null? Keep $k_x$ at the lossless value, $k_x^2=n^2\omega^2/(2c^2)$. Then

$$k_z^2=\frac{\omega^2}{c^2}\left(\frac{n^2}{2}-\kappa^2+2in\kappa\right),$$

$$|k_z|^2=\frac{\omega^2}{c^2}\sqrt{\left(\frac{n^2}{2}-\kappa^2\right)^2+4n^2\kappa^2}
=\frac{\omega^2}{c^2}\sqrt{\frac{n^4}{4}+3n^2\kappa^2+\kappa^4}.$$

For $\kappa\ll n$ the root is $n^2/2+3\kappa^2$ to leading order. The numerator of $C$ is then proportional to $3\kappa^2$ and the denominator to $n^2$, so

$$C\approx\frac{3\kappa^2}{n^2}.$$

With $\kappa=0.02$ this is $3(0.02)^2/(1.70)^2=0.000415$, which agrees with the value computed from the fields. The disturbance is second order in $\kappa$. The null is displaced rather than removed: setting $|k_z|^2=k_x^2$ and squaring gives

$$\frac{\omega^4}{c^4}|\varepsilon|^2-2\frac{\omega^2}{c^2}\varepsilon'k_x^2+k_x^4=k_x^4,
\qquad k_x^2=\frac{\omega^2}{c^2}\frac{|\varepsilon|^2}{2\varepsilon'} ,$$

which is slightly above the lossless value when $\kappa$ is small.

## 9. Letting the substrate reflect

Return to negligible absorption and add upward waves from a flat substrate. Let $r$ be the ratio of upward to downward magnetic amplitude at $z=0$. By symmetry it is the same for both beams. Reversing $k_z$ changes the sign of $E_x$ in the upward wave but not that of $E_z$. With $\rho=re^{-2ik_zz}$, the two components acquire different factors:

$$|\mathbf E|^2=4E_0^2\left(\cos^2\theta\,|1-\rho|^2\cos^2\phi+\sin^2\theta\,|1+\rho|^2\sin^2\phi\right).$$

Since $|1\mp\rho|^2=1+|r|^2\mp2\,\mathrm{Re}\,\rho$, the contrast at depth $z$ is

$$C(z)=\frac{(1+|r|^2)\cos2\theta-2\,\mathrm{Re}\,\rho}{1+|r|^2-2\cos2\theta\,\mathrm{Re}\,\rho}.$$

For $r=0$ this is $\cos2\theta$. At 45° it becomes

$$C(z)=-\frac{2\,\mathrm{Re}(re^{-2ik_zz})}{1+|r|^2}.$$

Take $r=0.10$, a reflected power of one percent. This is a model value for a weakly reflecting substrate. A strongly absorbing one of index near $0.88+2.78i$, roughly bare silicon at this wavelength, gives $|r|\approx0.7$ at 45° and a local swing of about $\pm0.94$. Here we keep $r=0.10$. The local contrast then swings between $-0.198$ and $+0.198$, since $0.20/1.01=0.198$. This is a first-order effect in $r$, and in these examples it is far larger than that of absorption. The standing wave favours $E_x$ at some depths and $E_z$ at others, so the balance between them is lost locally.

Over a depth $\pi/k_z$, however, $\mathrm{Re}\,\rho$ averages to zero. Both components of the averaged dose are then multiplied by the same factor $1+|r|^2$, and the contrast of that dose is again $\cos2\theta$. With $r=0.10$ the computed values are 0.000 at 45° and $-0.342$ at 55°. Away from 45°, averaging the local contrasts instead would give a different value, because the fringe-averaged dose also varies with depth. The cancellation in the averaged dose holds over whole standing-wave periods. At 45°, $k_z=k_x$, so one such period is 803.3 Å. A film of another thickness can keep a remainder.

## 10. Absorbers with a preferred direction

The null also depends on the isotropy assumed in section 1. Suppose the absorbing groups are aligned, so that the dose is proportional to $w_x|E_x|^2+w_z|E_z|^2$, while the effect of alignment on the refractive index is neglected. The components of section 3 then give

$$C=\frac{w_x\cos^2\theta-w_z\sin^2\theta}{w_x\cos^2\theta+w_z\sin^2\theta}.$$

Equal weights restore $\cos2\theta$. At 45° the contrast is $(w_x-w_z)/(w_x+w_z)$, so an absorber with $w_x\ne w_z$ would record the polarization pattern of section 5 as fringes. In a resist that absorbs $E_x$ and $E_z$ equally, with no reflected wave and negligible loss, the null at 45° holds at every depth. The values used in these sections are collected in the numerical output below.

## Calculated quantities

```
photon energy: 6.42 eV
vacuum wavelength: 1931.2 angstrom
resist index n: 1.70
intensities below are relative to one beam alone
angle in resist: 30 degrees
  fringe period: 1136.0 angstrom
  n sin(theta): 0.8500
  TM intensity at x = 0: 3.0000
  TM intensity at half a period: 1.0000
  TM signed contrast: 0.5000
  equal TE+TM mixture contrast: 0.7500
angle in resist: 45 degrees
  fringe period: 803.3 angstrom
  n sin(theta): 1.2021
  TM intensity at x = 0: 2.0000
  TM intensity at half a period: 2.0000
  TM signed contrast: 0.0000
  equal TE+TM mixture contrast: 0.5000
angle in resist: 55 degrees
  fringe period: 693.4 angstrom
  n sin(theta): 1.3926
  TM intensity at x = 0: 1.3160
  TM intensity at half a period: 2.6840
  TM signed contrast: -0.3420
  equal TE+TM mixture contrast: 0.3290
null angle found from fields: 45.0000 degrees
fringe period at null: 1518.0 bohr
magnetic contrast at 45 degrees: 1.0000
energy-flux contrast at 45 degrees: 1.0000
45 degrees, x = 0, share of |E_x|^2: 1.0000
  min/max of squared field in time: 0.0000
45 degrees, x = p/4, share of |E_x|^2: 0.5000
  min/max of squared field in time: 1.0000
45 degrees, x = p/2, share of |E_x|^2: 0.0000
  min/max of squared field in time: 0.0000
largest angle in resist from air: 36.03 degrees
TM contrast at that angle: 0.3080
least incident-medium index for 45 degrees: 1.2021
absorption index kappa: 0.02
contrast at kx = n omega/(c sqrt 2) with kappa: 0.000415
substrate magnetic reflection amplitude r: 0.10
lowest local contrast at 45 degrees with r: -0.1980
highest local contrast at 45 degrees with r: 0.1980
depth-averaged dose contrast at 45 degrees with r: 0.0000
depth-averaged dose contrast at 55 degrees with r: -0.3420
```
